\section*{CEPA(0) as Linearized Coupled-Cluster Doubles and a Stationary Quadratic Functional}

\section{Second derivation: a stationary functional, and a comparison}

\subsection{Symbols and results carried over}

$\Phi_0$ is the Hartree-Fock determinant, and $H_N=\hat\Delta+V_N$ is the Hamiltonian minus the Hartree-Fock energy. The double excitations $D$ have coefficients $c_D$, and $T\Phi_0=\sum_Dc_DD$. The couplings are $b_D=\langle D|H_N|\Phi_0\rangle$ and $A_{DD'}=\langle D|H_N|D'\rangle$. The matrix $A=\Delta+W$ consists of the diagonal orbital-energy differences $\Delta$ and the interaction part $W$. CEPA(0) is $b+Ac=0$ with $E=b\cdot c$. The neglected coupled-cluster term is $q_D=\tfrac12\langle D|[[H_N,T],T]|\Phi_0\rangle$, and $\langle D|H_N\tfrac12T^2|\Phi_0\rangle=(b\cdot c)c_D+q_D$.

\subsection{The functional and its stationary point}

The energy expectation value of $\Phi_0+T\Phi_0$, measured from $E_0$, is
\begin{align}
\mathcal E[c]&=\frac{F[c]}{1+c\cdot c},\\
F[c]&=\langle\Phi_0+T\Phi_0|H_N|\Phi_0+T\Phi_0\rangle
=2b\cdot c+c^{\mathsf T}Ac .
\label{eq:F}
\end{align}
The two cross terms are equal because the matrix elements are real. Since $F$ has no constant term, division by $1+c\cdot c$ changes $\mathcal E$ first at third order in $c$. Thus $F$ is the complete quadratic polynomial of the normalized energy about $c=0$.

The exponential state $e^T\Phi_0$ gives the same polynomial. Its additional second-order component is $\tfrac12T^2\Phi_0$, and $\langle\Phi_0|H_N\tfrac12T^2|\Phi_0\rangle=0$ because the rank would have to change by four. The remaining contributions of this component are of third or higher order in $c$.

The denominator is what spoils additivity in CID. For noninteracting fragments with local amplitudes, $F=F_X+F_Y$, whereas $1+c_X\cdot c_X+c_Y\cdot c_Y$ divides each fragment's energy by a number that depends on the other. This suggests making $F$ itself stationary. As $A$ is symmetric,
\begin{equation}
\frac{\partial F}{\partial c_D}=2b_D+2(Ac)_D=0 .
\end{equation}
This is CEPA(0). It is also one Newton step for $\mathcal E$ from $c=0$, where the gradient is $2b$ and the second-derivative matrix is $2A$. At the solution $Ac=-b$, so $F=2b\cdot c-c\cdot b=b\cdot c=E$.

The coupled-cluster form follows from the gradient. Since $\langle D|TH_N|\Phi_0\rangle=c_D\langle\Phi_0|H_N|\Phi_0\rangle=0$,
\begin{equation}
\frac12\frac{\partial F}{\partial c_D}
=\langle D|H_N+H_NT|\Phi_0\rangle
=\langle D|H_N+[H_N,T]|\Phi_0\rangle .
\end{equation}
The stationary condition is therefore LCCD. One may also impose the LCCD equations with multipliers $z$, through $L=b\cdot c+z\cdot(b+Ac)$. Stationarity in $c$ gives $b+Az=0$, so $z=c$, and $L$ with $z=c$ is $F$. The amplitudes serve as their own multipliers. If $b$ and $A$ depend on a parameter $x$, then $dE/dx=\partial F/\partial x$ at fixed $c$. The functional is stationary in the amplitudes only, so the derivatives of $b$ and $A$ must still include the change of the orbitals with $x$.

\subsection{The series from the functional}

Give the interaction a strength $\lambda$ and expand the stationary amplitudes:
\begin{align}
F_\lambda[c]&=2\lambda b\cdot c+c^{\mathsf T}(\Delta+\lambda W)c,\\
0&=\lambda b+(\Delta+\lambda W)\sum_{n\ge1}\lambda^nc^{(n)} .
\end{align}
The coefficient of $\lambda$ gives $\Delta c^{(1)}=-b$, and that of $\lambda^{n+1}$ gives $\Delta c^{(n+1)}=-Wc^{(n)}$. The energy $\lambda b\cdot c$ has coefficients $b\cdot c^{(n)}$ at order $n+1$. Each is a chain of interactions and energy denominators with doubles between them, and so is the linked doubles term of that order. At $\lambda=1$ the convergent sum is the stationary value of $F$.

The functional also shows how errors enter. Put $c=c_*+\delta$, where $b+Ac_*=0$. Then
\begin{equation}
F[c_*+\delta]=E+2\delta\cdot(b+Ac_*)+\delta^{\mathsf T}A\delta
=E+\delta^{\mathsf T}A\delta .
\label{eq:error}
\end{equation}
An error of first order in $c$ produces an error of second order in $F$, while $b\cdot c$ changes at first order. Amplitudes summed through order $n$ have $\delta=O(\lambda^{n+1})$, so $F_\lambda$ is correct through order $2n+1$. For $n=1$ and $\lambda=1$, using $\Delta c^{(1)}=-b$,
\begin{equation}
F[c^{(1)}]=b\cdot c^{(1)}+c^{(1)\mathsf T}Wc^{(1)}=E_2+E_3 .
\end{equation}
The last step uses $E_3=b\cdot c^{(2)}=-b^{\mathsf T}\Delta^{-1}Wc^{(1)}=c^{(1)\mathsf T}Wc^{(1)}$.

If $A$ is positive definite, \eqref{eq:error} makes the stationary point a minimum. The CID amplitudes then give
\begin{equation}
E\le F[c_{\mathrm{CID}}]=E_{\mathrm{CID}}(1+c_{\mathrm{CID}}\cdot c_{\mathrm{CID}})\le E_{\mathrm{CID}},
\end{equation}
because $E_{\mathrm{CID}}\le0$. A minimum of $F$ is not an upper bound to the lowest eigenvalue of $H_N$, since $F$ lacks the norm.

\subsection{Water in a minimal basis}

Take water in STO-3G with O--H lengths of 0.96 \AA\ and an angle of $104.5^\circ$, all electrons correlated. The Hamiltonian was built over the 441 determinants with zero spin projection, of which 120 are double excitations. The Hartree-Fock energy is $-74.963319$ hartree. Direct solution of $b+Ac=0$ and diagonalization of the CID and full matrices give the correlation energies
\begin{align}
E_{\mathrm{CEPA(0)}}&=-0.050168\ \text{hartree},\\
E_{\mathrm{CID}}&=-0.048875\ \text{hartree},\\
E_{\mathrm{full\ CI}}&=-0.049836\ \text{hartree}.
\end{align}
The first is $-131.7$ kJ/mol. It lies $0.000332$ hartree below full CI, and CID lies $0.000960$ hartree above it. Full CI solves the electronic problem within this basis; the basis error, relativity and nuclear motion are left out. The basis error is far larger than these differences. In 6-31G the CEPA(0) correlation energy is $-0.1351$ hartree, and it lies about $0.0015$ hartree above CCSD(T), which in STO-3G is within $0.00005$ hartree of full CI. The position of CEPA(0) below the exact energy is therefore a property of this basis, not a rule.

The lowest eigenvalue of $A$ is $0.932$ hartree, so $F$ has a minimum here. That eigenvector is a quintet and does not couple to $b$; the lowest eigenvalue that does couple is $1.094$ hartree. Multiplying the solution by $1.05$ means $\delta=0.05c$. Since $c^{\mathsf T}Ac=-E$, \eqref{eq:error} gives
\begin{equation}
F=E(1-0.05^2)=-0.050043\ \text{hartree},
\end{equation}
whereas $b\cdot c$ becomes $1.05E=-0.052677$ hartree.

The neglected quadratic term can be weighed with the same amplitudes. Multiplying its decomposition by $c$ and summing gives
\begin{equation}
-0.000642=-0.001364+0.000723\ \text{hartree},
\end{equation}
up to rounding. The terms are $c\cdot\langle D|H_N\tfrac12T^2|\Phi_0\rangle$, the unlinked part $E\,c\cdot c$, and $c\cdot q$. If $q$ is held fixed in $b+Ac+q=0$, the amplitudes change by $-A^{-1}q$ and the energy by $-b^{\mathsf T}A^{-1}q=c\cdot q$. This first estimate of the step to CCD raises the energy to $-0.049446$ hartree. The converged CCD value is $-0.049467$ hartree. The remainder $q$ does not vanish, so its neglect is an approximation, not a cancellation. Its size by this measure depends strongly on the basis: about half of the unlinked part in STO-3G, but about 4\% of it in 6-31G.

The doubles series begins
\begin{align}
E_2&=-0.035726,\qquad E_3=-0.009668,\nonumber\\
E_4^{D}&=-0.003039,\qquad E_5^{D}=-0.001065\ \text{hartree}.
\end{align}
These four terms sum to $-0.049498$ hartree. The spectral radius of $\Delta^{-1}W$ is $0.577$, so the sum converges to the CEPA(0) value. Within the directions that couple to $b$, which set the actual rate, it is $0.507$. The first-order amplitudes inserted in $F$ give $-0.045393$ hartree, which is $E_2+E_3$.

Convergence depends on how $A$ is divided. With $\Delta/4$ as the zero-order part and $A-\Delta/4$ as the interaction, the spectral radius is $3.23$, and fifteen terms sum to $-1.08\times10^4$ hartree. The matrix $A$, and with it the solution of the linear equations, has not changed.

\subsection{What is missing at fourth order}

Projection of the third-order Rayleigh-Schr\"odinger equation gives
\begin{equation}
E_4=\langle\psi_1|V_N|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle .
\end{equation}
Here $\hat\Delta\psi_3=-V_N\psi_2+E_2\psi_1+E_3\Phi_0$ and $\langle\psi_1|=-\langle\Phi_0|V_N\hat\Delta^{-1}$ on excited states. The state $\psi_2$ contains singles, doubles, triples and quadruples.

Let $T_1$ be the operator with $T_1\Phi_0=\psi_1$, and let $V_2$ be the part of $V_N$ that raises the rank by two. The first-order equation gives $[\hat\Delta,T_1]=-V_2$. As $V_2$ and $T_1$ commute,
\begin{equation}
\hat\Delta\tfrac12T_1^2\Phi_0
=\tfrac12\big([\hat\Delta,T_1]T_1+T_1[\hat\Delta,T_1]\big)\Phi_0
=-V_2T_1\Phi_0 .
\end{equation}
This is the equation for the quadruples in $\psi_2$, which are therefore $\tfrac12T_1^2\Phi_0$. Their energy is $E_2\langle\psi_1|\psi_1\rangle+c^{(1)}\cdot q^{(1)}$, where $q^{(1)}$ is $q$ evaluated with $T_1$. Its first part cancels the renormalization term.

For water the quadruples contribute $-0.000224$ hartree and the renormalization term $+0.000473$ hartree, leaving a linked remainder of $+0.000249$ hartree. Singles give $-0.000097$ and triples $-0.000048$ hartree. With the doubles term, the total is $E_4=-0.002936$ hartree. CEPA(0) contains the doubles term and omits the other linked contributions.

\subsection{Where the result fails to be useful}

Let $A$ have eigenvalues $\alpha_k$ and orthonormal eigenvectors $u_k$. Then
\begin{equation}
E=-\sum_k\frac{(b\cdot u_k)^2}{\alpha_k}.
\end{equation}
The energy diverges as an eigenvalue coupled to $b$ approaches zero. A negative eigenvalue turns the minimum into a saddle point, or into a maximum if all eigenvalues are negative. It contributes positively to $E$ when $b\cdot u_k\neq0$.

A stretched H$_2$ molecule in the minimal STO-3G basis, with a restricted Hartree-Fock reference, realizes the first case. This basis has two spatial orbitals and so allows only one double excitation. With one double excitation $E=-b^2/A$. At 0.74 \AA\ this is $-(0.181210)^2/1.579377=-0.020791$ hartree, compared with $-0.020525$ for full CI. In energies given in hartree:
\begin{center}
\begin{tabular}{ccccc}
$R$ (\AA) & $A$ & $|b|$ & CEPA(0) & full CI\\
0.74 & 1.5794 & 0.1812 & $-0.0208$ & $-0.0205$\\
1.50 & 0.5164 & 0.2295 & $-0.1020$ & $-0.0873$\\
2.50 & 0.1085 & 0.2822 & $-0.7338$ & $-0.2331$\\
4.00 & 0.0057 & 0.3212 & $-17.98$ & $-0.3183$
\end{tabular}
\end{center}

The cause is near-degeneracy. In terms of the two symmetrically orthogonalized atomic orbitals, the two determinants are $(I\pm C)/\sqrt2$, where $I$ is the normalized ionic state and $C$ the covalent one. Hence $A=-2\langle I|H|C\rangle$, which vanishes as electron transfer between the atoms ceases, while $|b|=\tfrac12|\langle I|H|I\rangle-\langle C|H|C\rangle|$ stays finite. At 4.00 \AA\ the ratio $E_3/E_2=1-A/\Delta$ is $0.979$. The series still converges, but to a useless energy: convergence does not establish accuracy. The table and the approach of $A$ to zero from above belong to the minimal basis. In cc-pVDZ at 4.00 \AA, CEPA(0) gives $-7.02$ hartree against $-0.216$ for full CI. There the lowest coupled eigenvalue passes through zero between 4 and 5 \AA; at 5 \AA\ the CEPA(0) energy is $+5.42$ hartree and the series diverges.

\subsection{What each derivation assumes}

Both derivations use one reference determinant, double excitations and a nonsingular $A$. Both treat the series as a sum only where it converges.

The first derivation starts from a wave function with disconnected quadruples and projects the Schr\"odinger equation. Its equality between CEPA(0) and LCCD rests on counting ranks and does not use the symmetry of $A$. It identifies the neglected term $q$ and explains the cancellation of the energy shift. It does not by itself provide a functional whose value is insensitive to first-order errors.

The second starts from an expectation value and retains its quadratic polynomial. It needs the symmetry of $A$, which follows from a Hermitian Hamiltonian and real orbitals. It supplies the error formula, the ordering relative to CID when $A$ is positive definite, and derivatives at fixed amplitudes. Quadruples do not enter its polynomial, so it does not show how they cancel the renormalization terms; that information comes from the first derivation.

The canonical orbitals have a narrower role. They make $\Delta$ diagonal and give the perturbation terms their simple denominators. Another division of the same $A$ changes the individual terms and may destroy convergence, but it leaves $c=-A^{-1}b$ and the stationary value of $F$ unchanged.

Numerical values quoted here were computed with a short program.
